\section*{Electron diffusion anisotropy from the field dependence of drift speed}

\section{Definitions and conventions}

A dilute swarm of electrons drifts through a neutral gas in a uniform, steady field along $z$. The charge $q$ and field component $E$ are taken with $qE>0$, so drift is towards $+z$. The electron mass is $m$, and $k$ is Boltzmann's constant. Collisions conserve electron number, and electrons do not act on one another.

In the hydrodynamic regime, far from boundaries and after initial transients, the electron flux is
\begin{equation}
 n\mathbf v=n\mathbf W-\mathsf D\cdot\nabla n,\qquad
 \mathsf D=\mathrm{diag}(D_T,D_T,D_L).
\end{equation}
Here $n$ is electron density, $\mathbf v$ the local mean velocity and $\mathbf W$ the uniform-swarm drift velocity. Let $\mathbf c$ be the velocity of one electron and $\mathbf C=\mathbf c-\mathbf v$. The directional temperatures are defined by $m\langle C_z^2\rangle=kT_L$ and $m\langle C_x^2\rangle=m\langle C_y^2\rangle=kT_T$. In the uniform swarm the mean energy is
\begin{equation}
 \varepsilon=\tfrac12kT_L+kT_T+\tfrac12mW^2 .
\end{equation}

Momentum-transfer theory replaces averages over the velocity distribution by two functions of the local mean energy: a momentum-transfer frequency $\nu(\varepsilon)$ and a net energy-loss rate per electron $\Omega(\varepsilon)$. The latter includes elastic and inelastic losses. Primes on these functions mean $d/d\varepsilon$. The approximation to be derived is
\begin{equation}
 \frac{D_L}{D_T}\simeq\frac{d\ln W}{d\ln E},
 \label{eq:ger}
\end{equation}
where the derivative is taken at fixed gas density $N$, gas temperature and composition. Besides the closure by mean energy, it assumes $T_L=T_T$ and no heat flux.

\section{Moment equations to first order in the gradient}

Multiplying the Boltzmann equation by $1$, $m\mathbf c$ and $mc^2/2$ and integrating over velocity gives
\begin{align}
 \partial_t n+\nabla\cdot(n\mathbf v)&=0,\\
 \partial_t(nm\mathbf v)+\nabla\cdot(nm\langle\mathbf{cc}\rangle)
 &=n(q\mathbf E-m\nu\mathbf v),\label{eq:mom}\\
 \partial_t(n\varepsilon)+\nabla\cdot(n\boldsymbol\xi)
 &=n(q\mathbf E\cdot\mathbf v-\Omega),\label{eq:en}
\end{align}
with $\boldsymbol\xi=\langle mc^2\mathbf c/2\rangle$. For a uniform swarm these reduce to
\begin{equation}
 qE=m\nu W,\qquad qEW=\Omega. \label{eq:uniform}
\end{equation}

Let $\mathbf g=\nabla\ln n$ be small and slowly varying. To first order,
\begin{equation}
 \mathbf v=\mathbf W-\mathsf D\cdot\mathbf g,\qquad
 \varepsilon_{\rm local}=\varepsilon+\gamma g_z .
\end{equation}
A scalar linear in $\mathbf g$ can depend only on its component along the field, the one preferred direction; hence there is no transverse energy term. Products of gradients and derivatives of $\mathbf g$ are second order. Continuity therefore gives $\partial_tn=-\mathbf W\cdot\nabla n$ at the order needed.

\subsection{Momentum balance}

Since $m\langle\mathbf{cc}\rangle=m\mathbf{vv}+k\mathsf T$, the left side of \eqref{eq:mom} becomes
\begin{equation}
 -m\mathbf W(\mathbf W\cdot\nabla n)
 +m\mathbf W(\mathbf W\cdot\nabla n)+k\mathsf T\cdot\nabla n
 =k\mathsf T\cdot\nabla n .
\end{equation}
The inertial terms cancel at this order; they need not be small. Dividing by $n$ and expanding the collision term,
\begin{equation}
 k\mathsf T\cdot\mathbf g=q\mathbf E-m\nu\mathbf W
 +m\nu\,\mathsf D\cdot\mathbf g-m\nu'\gamma g_z\mathbf W .
\end{equation}
The first two terms on the right cancel by \eqref{eq:uniform}. The transverse and longitudinal components give
\begin{equation}
 D_T=\frac{kT_T}{m\nu},\qquad
 D_L=\frac{kT_L}{m\nu}+\frac{\nu'}{\nu}W\gamma. \label{eq:D}
\end{equation}
Thus equal temperatures do not imply equal diffusion coefficients: a longitudinal density gradient changes the local energy and, through $\nu'$, the drift.

\subsection{Energy balance}

With $\mathbf c=\mathbf W+\mathbf C$ in the uniform state,
\begin{align}
 \boldsymbol\xi
 &=\tfrac12mW^2\mathbf W+\tfrac12m\langle C^2\rangle\mathbf W
 +m\langle\mathbf{CC}\rangle\cdot\mathbf W
 +\tfrac12m\langle C^2\mathbf C\rangle\nonumber\\
 &=\bigl[\varepsilon+kT_L(1+h)\bigr]\mathbf W .
\end{align}
The last equality defines $h$: the heat flux per electron, $\tfrac12m\langle C^2C_z\rangle$, divided by $kT_LW$. The time derivative in \eqref{eq:en} contributes $-\varepsilon Wg_z$ per electron and removes the convected energy. The first-order balance is
\begin{equation}
 kT_LW(1+h)g_z=-qED_Lg_z-\Omega'\gamma g_z,
\end{equation}
so
\begin{equation}
 \gamma=-\frac{kT_LW(1+h)+qED_L}{\Omega'}. \label{eq:gamma}
\end{equation}
For $\Omega'>0$, $D_L>0$ and $h>-1$, $\gamma$ is negative. At the front of a compact swarm $g_z<0$, so the mean energy is raised there; at the rear it is lowered. If $\nu$ increases with energy, the front drifts more slowly than it otherwise would and the rear more quickly. Longitudinal spreading is reduced.

\section{The diffusion ratio}

Define
\begin{equation}
 a=\frac{d\ln\nu}{d\ln\Omega}=\frac{\nu'}{\nu}\frac{\Omega}{\Omega'}.
\end{equation}
Because $\Omega=qEW$, the coefficient produced by inserting \eqref{eq:gamma} into \eqref{eq:D} is $\nu'W/(\nu\Omega')=a/(qE)$. Also $W/(qE)=1/(m\nu)$. Therefore
\begin{align}
 D_L&=\frac{kT_L}{m\nu}-\frac{a}{qE}\left[kT_LW(1+h)+qED_L\right]\nonumber\\
 &=\frac{kT_L}{m\nu}\left[1-a(1+h)\right]-aD_L .
\end{align}
Collecting $D_L$ and dividing by $D_T$,
\begin{equation}
 \frac{D_L}{D_T}=\frac{T_L}{T_T}\,
 \frac{1-a(1+h)}{1+a}. \label{eq:fullratio}
\end{equation}

The same $a$ fixes the field dependence of $W$. Equations \eqref{eq:uniform} give $W=qE/(m\nu)$ and $\Omega=(qE)^2/(m\nu)$. Let $b=d\ln\nu/d\ln E$. Logarithmic differentiation of the second relation gives $d\ln\Omega/d\ln E=2-b$. Since $b=a(2-b)$, $b=2a/(1+a)$, and
\begin{equation}
 \frac{d\ln W}{d\ln E}=1-b=\frac{1-a}{1+a}. \label{eq:slope}
\end{equation}
Substitution into \eqref{eq:fullratio} yields
\begin{equation}
 \frac{D_L}{D_T}=\frac{T_L}{T_T}
 \left[\frac{d\ln W}{d\ln E}-\frac{ah}{1+a}\right]. \label{eq:corrected}
\end{equation}
Setting $h=0$ and $T_L=T_T$ gives \eqref{eq:ger}. Inelastic collisions are allowed, because $\Omega$ was not restricted to elastic loss.

\section{Limits and failure}

For elastic collisions in a cold gas of molecular mass $M\gg m$, take $\nu\propto\varepsilon^p$ and $\Omega=(2m/M)\nu\varepsilon$. Then $a=p/(1+p)$ and \eqref{eq:slope} becomes $1/(1+2p)$. Constant collision frequency, $p=0$, gives a ratio of one. Constant cross section, $p=1/2$, gives $1/2$; a numerical solution of the two-term equations in Section~\ref{sec:kinetic} gives 0.491 for this case.

The constant-cross-section case also shows what the closure leaves out. Its isotropic distribution is proportional to $\exp(-u^2/u_0^2)$, where $u$ is electron energy and $u_0$ a constant. This follows by equating the upward energy-space flux from the field, proportional to $-u\,dF/du$, to the elastic downward flux, proportional to $u^2F$. The two-term flux formulas then give
\begin{equation}
 \frac{qD_T}{\mu}=\frac{\int uF\,du}{\int F\,du}=\frac{u_0}{\sqrt\pi},
 \qquad
 kT\simeq\frac23\frac{\Gamma(5/4)}{\Gamma(3/4)}u_0,
\end{equation}
with $\mu=W/E$. These energies are $0.564u_0$ and $0.493u_0$, so $D_T=kT\mu/q$ is about 13\% below the kinetic value. The corresponding heat-flux parameter is $h=-0.212$. With $a=1/3$, including that heat flux alone in \eqref{eq:corrected} raises the ratio from 0.500 to 0.553, farther from 0.491. The remaining discrepancy comes from replacing distribution averages by functions of mean energy. Restoring one omitted term need not improve the approximation.

When momentum relaxes much faster than energy, the heating rate at fixed field is $(qE)^2/(m\nu)$. A small uniform energy change then decays at the rate $\Omega'+\Omega\nu'/\nu=\Omega'(1+a)$, which must be positive for the expansion to make sense. For $\Omega'>0$, \eqref{eq:ger} is unusable when $a>1$. Then $W$ falls with rising field, called negative differential conductivity, and the formula predicts $D_L<0$. For a conservative swarm in unbounded space, $D_L$ is half the long-time growth rate of the longitudinal position variance. A negative $D_L$ would eventually make this variance negative, which is impossible. If the true $D_L$ stays above zero as the slope tends to zero, the relative error of the formula is already large while the slope is small and positive.

\section{Kinetic calculation used for comparison}
\label{sec:kinetic}

In this section $u$ and $kT_g$ are in eV, $T_g$ is gas temperature, $E$ is in V/m, and $w=\sqrt{2e/m}$ is the speed at 1 eV, with $e$ the elementary charge. The two-term method retains an isotropic part and one part proportional to $\cos\theta$, where $\theta$ is the angle from the drift direction. Write
\begin{equation}
 f=n(F+F_1\cos\theta)+(\partial_zn)(G+G_1\cos\theta),
\end{equation}
with $\int\sqrt u\,F\,du=1$ and $\int\sqrt u\,G\,du=0$. For total momentum-transfer cross section $\sigma_t$, the equations are
\begin{align}
 F_1&=-\frac{E}{N\sigma_t}F_u,\qquad
 -\frac{Ew}{3}(uF_1)_u+\mathcal C[F]=0,\\
 G_1&=-\frac{E}{N\sigma_t}G_u-\frac{F}{N\sigma_t}
 +\frac{WF_1}{N\sigma_tw\sqrt u},\\
 -\frac{Ew}{3}(uG_1)_u&+\mathcal C[G]
 =\frac w3uF_1-W\sqrt u\,F .
\end{align}
Subscripts $u$ denote derivatives. With elastic cross section $\sigma_m$ and one inelastic channel of threshold $U$ and cross section $\sigma_i$,
\begin{align}
 \mathcal C[F]={}&\frac{d}{du}\left[\frac{2m}{M}N\sigma_mwu^2(F+kT_gF_u)\right]
 -N\sigma_i(u)wuF(u)\nonumber\\
 &+N\sigma_i(u+U)w(u+U)F(u+U).
\end{align}
Scattering is isotropic, so $\sigma_t=\sigma_m+\sigma_i$. The transport coefficients follow from
\begin{equation}
 W=\frac w3\!\int\! uF_1du,\quad
 D_T=\frac w3\!\int\!\frac{uF}{N\sigma_t}du,\quad
 D_L=-\frac w3\!\int\! uG_1du .
\end{equation}
For the gas below, these equations were solved by a conservative finite-volume method with 960 cells up to 12 eV. The field slope came from solutions at $1.01E$ and $E/1.01$.

\section{Worked example: a molecular processing gas}

The model molecule has mass 30 u and a constant elastic cross section of 10 \AA$^2$. Its inelastic cross section is zero below $U=0.2$ eV and rises above it as $0.5(u-U)$ \AA$^2$, with $u$ in eV. At 1 Torr and 300 K, $N=p/(kT_g)=3.219\times10^{16}$ cm$^{-3}$. A reduced field of 20 Td, where 1 Td is $10^{-21}$ V\,m$^2$, corresponds to 6.438 V/cm.

The calculated drift speed is $4.073\times10^6$ cm/s and the mean energy is 1.244 eV. Subtracting drift energy and multiplying by $2/3$ gives $kT=0.826$ eV. The mobility is
\begin{equation}
 \mu=\frac{4.073\times10^6}{6.438}
 =6.33\times10^5\ {\rm cm^2/(V\,s)}.
\end{equation}
The field slope is 0.472, equivalent through \eqref{eq:slope} to $a=0.359$. Momentum-transfer theory then gives
\begin{align}
 D_T&=0.826\,\mu=5.23\times10^5\ {\rm cm^2/s},\\
 D_L&=0.472D_T=2.47\times10^5\ {\rm cm^2/s}.
\end{align}
The kinetic values are $6.11\times10^5$ and $2.88\times10^5$ cm$^2$/s, with ratio 0.471. Both approximate coefficients are about 14\% low relative to the kinetic ones, while their ratio differs by 0.3\%. If a kinetic $D_T$ is available, multiplying it by the slope is the better estimate of $D_L$ in this example.

A field sweep shows that the agreement at 20 Td is partly a crossing of errors. The estimate in the last column evaluates $a$ with cross sections at the mean energy $\varepsilon$ and neglects elastic energy loss:
\begin{equation}
 a\simeq\frac{\tfrac12+0.5\varepsilon/[10+0.5(\varepsilon-U)]}
 {\tfrac12+\varepsilon/(\varepsilon-U)},
\end{equation}
with energies in eV.
\begin{center}
\begin{tabular}{ccccc}
$E/N$ & $\varepsilon$ & $d\ln W/d\ln E$ & kinetic & estimate\\
(Td) & (eV) & & $D_L/D_T$ & $(1-a)/(1+a)$\\ \hline
5 & 0.387 & 0.603 & 0.576 & 0.66\\
10 & 0.678 & 0.531 & 0.519 & 0.57\\
20 & 1.244 & 0.472 & 0.471 & 0.50\\
40 & 2.320 & 0.412 & 0.423 & 0.45
\end{tabular}
\end{center}
The formula is 4.6\% above the two-term kinetic ratio at 5 Td and 2.6\% below it at 40 Td. These errors depend on the two-term cut. Keeping Legendre terms up to $l=5$ changes the slopes by less than 0.001 but raises the kinetic ratios to 0.586, 0.531, 0.482 and 0.434. The errors of the formula are then $+2.8\%$, $0.0\%$, $-2.2\%$ and $-5.0\%$, and the crossing lies near 10 Td. The estimate reproduces the fall with field: the threshold matters less as energy rises, while the inelastic channel adds more to momentum transfer.

A Monte Carlo calculation removes the two-term restriction. It followed 12,000 electrons with null-collision sampling and thermal neutral molecules. Diffusion was obtained from displacement covariances over ten consecutive windows, each of length $2/\Omega'$. It gave $D_L/D_T=0.486$, with a sampling error of roughly 1 to 2\%, and $T_L/T_T=0.998$, with a sampling error of about 0.5\%. The Legendre expansion, converged at $l=5$, gives $D_T=6.03\times10^5$ and $D_L=2.91\times10^5$ cm$^2$/s, a ratio of 0.482, and $T_L/T_T=1.008$. The two-term ratio is thus about 2.5\% low, so the 0.3\% agreement at 20 Td is closer than the accuracy of the two-term reference; the formula is about 2\% low. Temperature anisotropy changes the predicted ratio by less than 1\% here. The two-term heat-flux parameter is $h=-0.246$. Its separate contribution, $0.359\times0.246/1.359=0.065$, would raise the predicted ratio to 0.537 and worsen the agreement.

To show the failure, the elastic cross section was changed to $10(0.1+u)$ \AA$^2$ and the inelastic one to a constant 0.5 \AA$^2$ above threshold, with the other inputs unchanged. At 20 Td the two-term slope is $-0.443$, whereas the two-term diffusion ratio is $+0.105$; with Legendre terms up to $l=9$ these become $-0.438$ and $+0.117$.

\section{Use in reactor models}

The pressure, a gap of 3 cm and an electron density of $10^{10}$ cm$^{-3}$ are rough values for the bulk of a plasma-enhanced deposition reactor. The gas is schematic, and its mean electron energy is low for a self-sustained discharge. Electronic excitation, ionization and superelastic collisions are omitted; a thermal population of the 0.2 eV level at 500 K would change the slopes by less than 0.001. The calculated fraction of electrons above 6 eV is $2\times10^{-6}$ in the two-term solution and $3\times10^{-6}$ with more Legendre terms.

The collisional energy-relaxation rate $\Omega'$, estimated from the change of $qEW$ with $\varepsilon$ as the field varies, is $3.47\times10^7$ s$^{-1}$. The diffusive relaxation length $\sqrt{D_T/\Omega'}$ is 1.33 mm, or 0.044 of the gap. A local description is reasonable in the middle, but not within a few millimetres of a wall or sheath. At 13.56 MHz the angular frequency is 2.46 times $\Omega'$, or 1.81 times the fixed-field relaxation rate $(1+a)\Omega'$, so the steady-field ratio cannot simply follow the instantaneous field. Heating the gas to 500 K at fixed pressure and field raises $E/N$ to 33.3 Td and lowers the slope from 0.472 to 0.429.

Space charge is the decisive difference. The Debye length $\sqrt{\epsilon_0kT/(ne^2)}$ is 0.068 mm, far below the gap; the two become equal at about $5\times10^4$ cm$^{-3}$. At reactor density, electrons and ions diffuse together. For cold ions with a rough mobility of $2\times10^3$ cm$^2$/(V\,s), the ambipolar coefficient is a few hundred times smaller than the free-electron one. Equation \eqref{eq:ger} supplies electron coefficients to a fluid model that also solves for the space-charge field; it does not give the shape of a freely spreading reactor plasma.

When the slope is taken from tabulated drift speeds, noise needs attention. For independent relative errors $\delta$ at $sE$ and $E/s$, the slope error is $\delta/(\sqrt2\ln s)$. With $s=1.01$, an error of 0.1\% in each speed gives an error of 0.07 in the diffusion ratio. A wider interval or a smooth fit is then needed, provided that it does not hide a real change of slope.
